\section*{Why dimensional regularization keeps the vacuum polarization transverse}

\section*{Question}

The electron loop in the photon propagator is quadratically divergent by power counting. Cut off at a large Euclidean momentum, it produces a term proportional to $g^{\mu\nu}$ alone, which acts as a photon mass. In dimensional regularization no such term appears. The calculation seems to turn on one small replacement, $l^\mu l^\nu\to l^2g^{\mu\nu}/d$. Why does this remove the photon mass, and what happens if $1/d$ is replaced by $1/4$?

\section*{The mechanism: a shift and its surface term}

We use $\hbar=c=1$, metric $(+,-,-,-)$, $e^2=4\pi\alpha$ and $\mathrm{tr}\,1=4$. The photon momentum is $q$, the electron momenta are $k$ and $p=k+q$, and the usual $i0$ is understood in the propagators. A closed fermion loop gives a factor $-1$, the vertices give $(-ie)^2=-e^2$, and the propagators give $i^2=-1$. The product is $-e^2$.

In the trace, terms with an odd number of gamma matrices vanish. The others are
\begin{align}
\mathrm{tr}[\gamma^\mu\slashed{k}\gamma^\nu\slashed{p}]
&=4(k^\mu p^\nu+k^\nu p^\mu-g^{\mu\nu}k\cdot p),\\
m^2\,\mathrm{tr}[\gamma^\mu\gamma^\nu]&=4m^2g^{\mu\nu}.
\end{align}
No index is contracted here, so no explicit $d$ arises. Thus
\begin{align}
i\Pi^{\mu\nu}&=-4e^2\int\frac{d^dk}{(2\pi)^d}
\frac{N^{\mu\nu}}{(k^2-m^2)(p^2-m^2)},\\
N^{\mu\nu}&=k^\mu p^\nu+k^\nu p^\mu-g^{\mu\nu}(k\cdot p-m^2).
\end{align}

Transversality means $q_\mu\Pi^{\mu\nu}=0$. To see what it requires, use $q=p-k$, so that $q\cdot k=k\cdot p-k^2$ and $q\cdot p=p^2-k\cdot p$:
\begin{align}
q_\mu N^{\mu\nu}
&=p^\nu(k\cdot p-k^2)+k^\nu(p^2-k\cdot p)\nonumber\\
&\quad-(p^\nu-k^\nu)(k\cdot p-m^2)\nonumber\\
&=p^\nu(m^2-k^2)+k^\nu(p^2-m^2).
\end{align}
Each bracket cancels one denominator:
\begin{equation}
\frac{q_\mu N^{\mu\nu}}{(k^2-m^2)(p^2-m^2)}
=\frac{k^\nu}{k^2-m^2}-\frac{p^\nu}{p^2-m^2}.
\label{eq:ward}
\end{equation}
The cancellation needs equal masses in the two propagators. With masses $m_1,m_2$ the trace contains $m_1m_2$, and the brackets no longer match the denominators.

The right side of \eqref{eq:ward} is a function minus the same function shifted by $q$. Its integral vanishes if the integration variable may be shifted. For a spacelike $q$, choose a frame with $q^0=0$ and rotate $k^0$ to the imaginary axis. The difference is then a total derivative,
\begin{equation}
f(k+q)-f(k)=\int_0^1dt\,q_i\frac{\partial}{\partial k_i}f(k+tq),
\end{equation}
and its integral is a flux through a distant sphere. Since $f\sim1/R$ and the area grows as $R^{d-1}$, the flux is at most of order $R^{d-2}$. It vanishes for $d<2$, where the loop integral itself converges.

For non-integer $1<d<2$ this has a concrete meaning. Split $k$ into a component $k_\parallel$ along $q$ and a transverse length $k_\perp$, with measure proportional to $dk_\parallel\,k_\perp^{d-2}dk_\perp$. A shift by $q$ changes $k_\parallel$ alone and leaves the measure unchanged. So $q_\mu\Pi^{\mu\nu}$ is zero on an interval of $d$, and the analytic continuation of zero is zero. This is the reason for transversality. The factor $1/d$ is how the explicit calculation records it.

\section*{The formula: two terms that combine}

\subsection*{Shifted numerator}

Combine the denominators with
\begin{equation}
\frac1{AB}=\int_0^1\frac{dx}{[(1-x)A+xB]^2},
\end{equation}
where $A=k^2-m^2$ and $B=p^2-m^2$. With $l=k+xq$,
\begin{align}
(1-x)A+xB&=k^2+2xk\cdot q+xq^2-m^2=l^2-\Delta,\\
\Delta&=m^2-x(1-x)q^2.
\end{align}
Because $x(1-x)\le1/4$, $\Delta$ is positive for $q^2<4m^2$, which we assume.

Insert $k=l-xq$ and $p=l+(1-x)q$ into $N^{\mu\nu}$. Terms linear in $l$ integrate to zero. The even part has $k^\mu p^\nu+k^\nu p^\mu\to2l^\mu l^\nu-2x(1-x)q^\mu q^\nu$ and $k\cdot p\to l^2-x(1-x)q^2$, so
\begin{align}
N^{\mu\nu}\to{}&2l^\mu l^\nu-g^{\mu\nu}l^2-2x(1-x)q^\mu q^\nu\nonumber\\
&+g^{\mu\nu}[m^2+x(1-x)q^2].
\end{align}

The integral of $l^\mu l^\nu$ times a function of $l^2$ can only be proportional to $g^{\mu\nu}$. Contracting both sides and using $g^\mu{}_\mu=d$ fixes the coefficient: $l^\mu l^\nu\to g^{\mu\nu}l^2/d$. Next set $l^0=il_E^0$, which gives $d^dl=i\,d^dl_E$ and $l^2=-l_E^2$. The first two terms become
\begin{equation}
\left(\frac2d-1\right)l^2g^{\mu\nu}
=\left(1-\frac2d\right)l_E^2g^{\mu\nu}.
\end{equation}
The factor $i$ cancels the one in $i\Pi^{\mu\nu}$. Two radial integrals remain:
\begin{equation}
J_a=\int\frac{d^dl_E}{(2\pi)^d}\frac{(l_E^2)^a}{(l_E^2+\Delta)^2},
\qquad a=0,1.
\end{equation}

\subsection*{Radial integrals}

Evaluating $\int d^dl\,e^{-l^2}=\pi^{d/2}$ radially gives the solid angle $2\pi^{d/2}/\Gamma(d/2)$. Divided by $(2\pi)^d$ it is
\begin{equation}
K_d=\frac{2}{(4\pi)^{d/2}\Gamma(d/2)}.
\end{equation}
With $l_E^2=\Delta t$,
\begin{align}
J_a&=\frac{K_d}{2}\Delta^{d/2+a-2}
\int_0^\infty dt\,\frac{t^{d/2+a-1}}{(1+t)^2}\nonumber\\
&=\frac{\Delta^{d/2+a-2}}{(4\pi)^{d/2}}
\frac{\Gamma(d/2+a)\,\Gamma(2-a-d/2)}{\Gamma(d/2)},
\end{align}
where the last integral is a Beta function. Hence
\begin{align}
J_0&=\frac{\Gamma(2-d/2)}{(4\pi)^{d/2}}\Delta^{d/2-2},\\
J_1&=\frac d2\,\frac{\Gamma(1-d/2)}{(4\pi)^{d/2}}\Delta^{d/2-1}.
\end{align}
$J_0$ converges for $0<d<4$. $J_1$ converges for $0<d<2$, and its quadratic divergence in four dimensions is announced by the pole at $d=2$.

For $2<d<4$ the continued $J_1$ is still a convergent integral. Split the radial range at $L$, and above $L$ subtract and add the leading power $1/l^2$. The added part is $\int_L^\infty l^{d-3}dl=-L^{d-2}/(d-2)$ for $d<2$. Continued to $d>2$, this equals $-\int_0^Ll^{d-3}dl$. Therefore
\begin{equation}
J_1=K_d\int_0^\infty dl\,l^{d-1}
\left[\frac{l^2}{(l^2+\Delta)^2}-\frac1{l^2}\right],
\quad 2<d<4.
\end{equation}

\subsection*{The cancellation}

Now multiply $J_1$ by the factor from averaging. Since $(1-2/d)(d/2)=-(1-d/2)$ and $z\Gamma(z)=\Gamma(z+1)$,
\begin{align}
\left(1-\frac2d\right)J_1
&=-\frac{(1-d/2)\Gamma(1-d/2)}{(4\pi)^{d/2}}\Delta^{d/2-1}\nonumber\\
&=-\frac{\Gamma(2-d/2)}{(4\pi)^{d/2}}\Delta^{d/2-1}
=-\Delta J_0.
\label{eq:key}
\end{align}
The zero of $1-d/2$ removes the pole at $d=2$. What is left has the same Gamma function as the mass term, so the two can be added:
\begin{equation}
-\Delta+m^2+x(1-x)q^2=2x(1-x)q^2.
\end{equation}
The mass cancels, and the two terms in $q^2$ add. Together with $-2x(1-x)q^\mu q^\nu$ this gives
\begin{align}
\Pi^{\mu\nu}&=(q^2g^{\mu\nu}-q^\mu q^\nu)\Pi(q^2),\\
\Pi(q^2)&=-\frac{8e^2\Gamma(2-d/2)}{(4\pi)^{d/2}}
\int_0^1dx\,x(1-x)\Delta^{d/2-2}.
\label{eq:pi}
\end{align}

The physical content is visible in the propagator. In Feynman gauge each insertion multiplies the transverse part by $(-i/q^2)(iq^2\Pi)=\Pi$. The series sums to $-i/[q^2(1-\Pi)]$. For $m>0$, $\Pi$ is regular at $q^2=0$, so at this order of the self-energy the pole stays at zero mass.

\subsection*{The same identity as a surface term}

Equation \eqref{eq:key} says that $(1-2/d)J_1+\Delta J_0=0$. To see its origin, differentiate in Euclidean space and average over directions:
\begin{align}
\frac{\partial}{\partial l_i}\frac{l_j}{l^2+\Delta}
&=\frac{\delta_{ij}}{l^2+\Delta}-\frac{2l_il_j}{(l^2+\Delta)^2}\nonumber\\
&\to\delta_{ij}\frac{(1-2/d)l^2+\Delta}{(l^2+\Delta)^2}.
\end{align}
The combination is a divergence. Over a ball of radius $R$, Gauss's theorem and the average $n_in_j\to\delta_{ij}/d$ of the unit normal give $\delta_{ij}S_d(R)$, with
\begin{equation}
S_d(R)=\frac{K_d}{d}\,\frac{R^d}{R^2+\Delta}.
\label{eq:surface}
\end{equation}
For $d<2$ it vanishes as $R\to\infty$, and \eqref{eq:key} follows without evaluating a Gamma function.

The case $d=2$ shows how delicate the product is. If $d=2$ is set first, $1-2/d$ is zero and the quadratic term disappears from a ball integral. The other term, $\Delta J_0=1/(4\pi)$, then has no partner. If $d$ approaches 2 after continuation, zero times pole gives $-1/(4\pi)$ and the cancellation is complete.

\section*{Two ways to lose transversality}

Both failures can be read at $q=0$, where $\Delta=m^2$ and no shift has been made. Write $\Pi^{\mu\nu}(0)=M^2g^{\mu\nu}$. An insertion of this constant multiplies the propagator by $(-i/q^2)(iM^2)=M^2/q^2$. The series sums to $-i/(q^2-M^2)$, so $M^2$ acts as a squared mass.

\subsection*{A ball cutoff in four dimensions}

Here the average $1/d=1/4$ is correct, because the ball is symmetric under rotations. The surface term remains. From \eqref{eq:surface} with $K_4=1/(8\pi^2)$,
\begin{align}
M^2&=-4e^2S_4(\Lambda)
=-\frac{16\pi\alpha}{32\pi^2}\frac{\Lambda^4}{\Lambda^2+m^2}\nonumber\\
&=-\frac{\alpha}{2\pi}\frac{\Lambda^4}{\Lambda^2+m^2}.
\label{eq:cut}
\end{align}
It is negative and grows as $\Lambda^2$. Correct averaging is therefore not sufficient; the surface term must vanish too.

\subsection*{One quarter in the continued integral}

Suppose instead that $l^\mu l^\nu\to g^{\mu\nu}l^2/4$ is used while the integral is kept in $d$ dimensions. The factor $1-2/d$ becomes $1/2$, an excess of $2/d-1/2=(4-d)/(2d)$. The resulting error is
\begin{align}
\frac{4-d}{2d}J_1
&=\frac{2-d/2}{2}\,\frac{\Gamma(1-d/2)}{(4\pi)^{d/2}}\Delta^{d/2-1}\nonumber\\
&=\frac{\Gamma(3-d/2)}{2(1-d/2)}\frac{\Delta^{d/2-1}}{(4\pi)^{d/2}}
\;\xrightarrow{d\to4}\;-\frac{\Delta}{32\pi^2}.
\end{align}
The second line uses $\Gamma(1-d/2)=\Gamma(2-d/2)/(1-d/2)$ and $(2-d/2)\Gamma(2-d/2)=\Gamma(3-d/2)$. A factor that vanishes at $d=4$ has met a pole there, leaving a finite remainder. Multiplying by $-4e^2$ and using $\int_0^1\Delta\,dx=m^2-q^2/6$, we find the spurious term
\begin{equation}
\delta\Pi^{\mu\nu}=\frac{\alpha}{2\pi}
\left(m^2-\frac{q^2}{6}\right)g^{\mu\nu}.
\end{equation}
At $q=0$ it gives $M^2=+\alpha m^2/(2\pi)$. This equals the finite part of \eqref{eq:cut}, since $\Lambda^4/(\Lambda^2+m^2)=\Lambda^2-m^2+O(m^4/\Lambda^2)$. Discarding the $\Lambda^2$ term of this cutoff result thus does not restore a massless photon. The match is specific to the ball $|l_E|<\Lambda$: a cutoff on $l_E^2+m^2<\Lambda^2$ replaces $\Lambda^4/(\Lambda^2+m^2)$ by $(\Lambda^2-m^2)^2/\Lambda^2$ and doubles the finite part to $\alpha m^2/\pi$.

\section*{The numbers}

\subsection*{The cancellation at one value of $x$}

Take $x=1/2$ and $q^2=-m^2$, in units of $m$. Then $\Delta=1.25$ and $m^2+x(1-x)q^2=0.75$. The quadratic and mass pieces must be in the ratio $-1.25:0.75$. Before the common factor $-4e^2$, radial quadrature gives
\begin{center}
\begin{tabular}{cccc}
$d$ & quadratic & mass & sum\\
1.5 & $-0.12844$ & $0.07706$ & $-0.05137$\\
3.0 & $-0.04449$ & $0.02669$ & $-0.01779$\\
3.9 & $-0.17297$ & $0.10378$ & $-0.06919$
\end{tabular}
\end{center}
Transversality requires the coefficient of $g^{\mu\nu}$, integrated over $x$, to be $-q^2$ times that of $q^\mu q^\nu$; by \eqref{eq:key} this relation already holds at each $x$. Here $-q^2=1$, so the two must be equal, and the numerical output shows that they are. At $d=1.5$ every integral converges as it stands. At $d=3$ and $3.9$ the quadratic one is the subtracted integral.

A test that avoids both the Feynman parameter and the shift integrates the original Euclidean loop over radius and angle at $Q=\sqrt{-q^2}=m$. At $d=1.5$ the integral converges as it stands; at $d=2.5$ and $3$ it diverges, and its leading $1/k^2$ term is subtracted, as for $J_1$. In all three cases its component along $q$ is below $10^{-6}$ of its trace. The Euclidean trace is minus the Minkowski trace $(d-1)q^2\Pi$, so before the factor $-4e^2$ it should equal $(d-1)Q^2\Pi(q^2)/(-4e^2)$. At $d=3$ it is $0.02423$ in units of $m$, in agreement with this value from \eqref{eq:pi}.

The surface term for $\Delta=m^2$ shows the role of dimension. Between $R=10m$ and $100m$ it falls from $0.0510$ to $0.0163$ at $d=1.5$. At $d=2$ it settles near $1/(4\pi)=0.0796$, and at $d=4$ it rises from $0.313$ to $31.7$.

\subsection*{Spurious masses for the electron loop}

With $m=0.510999$ MeV and $\alpha=0.00729735$, $\alpha/(2\pi)=0.00116141$. For $\Lambda=1000$ MeV the cutoff gives
\begin{equation}
M^2\simeq-0.00116141\times10^6\ \mathrm{MeV}^2
=-1161\ \mathrm{MeV}^2.
\end{equation}
The negative sign makes this a tachyonic term. Using one quarter in the continued integral gives
\begin{align}
M^2&=0.00116141\times(0.510999\ \mathrm{MeV})^2\nonumber\\
&=3.033\times10^{-4}\ \mathrm{MeV}^2,
\end{align}
or $M=0.01741$ MeV $=17.41$ keV. No divergence signals this second error: the spurious term is finite and independent of any cutoff.

\subsection*{What remains after the cancellation}

The pole of \eqref{eq:pi} at $d=4$ is the logarithmic divergence. It multiplies the transverse tensor and can be absorbed in the normalization of the photon field and charge. Let $\epsilon=4-d$. Then $\Gamma(\epsilon/2)=2/\epsilon+O(1)$ and $\Delta^{-\epsilon/2}-m^{-\epsilon}=-(\epsilon/2)\ln(\Delta/m^2)+O(\epsilon^2)$. The scale that keeps $e$ dimensionless drops out of the finite difference as $\epsilon\to0$, leaving
\begin{equation}
\Pi(q^2)-\Pi(0)=\frac{2\alpha}{\pi}\int_0^1dx\,x(1-x)
\ln\frac{\Delta}{m^2}.
\end{equation}
For $Q^2=-q^2\gg m^2$, replace $\Delta$ by $x(1-x)Q^2$. The integrals $\int_0^1x(1-x)dx=1/6$ and $\int_0^1x(1-x)\ln[x(1-x)]dx=2(-1/4+1/9)=-5/18$ give
\begin{equation}
\Pi(q^2)-\Pi(0)\simeq\frac{\alpha}{3\pi}
\left(\ln\frac{Q^2}{m^2}-\frac53\right).
\end{equation}
At $Q=1000$ MeV the logarithm is $15.158$, so the result is $7.743\times10^{-4}\times13.492=0.01045$. The full integral gives $0.010446$, and a dispersion integral over electron--positron pair masses agrees with it. To first order, the electron loop raises the effective $\alpha$ by about 1.0 per cent relative to its value at $q^2=0$ (the charge $e$ by half as much). Other charged particles and higher orders in $\alpha$ are left out.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Average of cos^2(theta) over directions (dimensionless):
  d = 1.5: 0.666667
  d = 3.0: 0.333333
  d = 3.9: 0.256410
Pieces of the g^(mu nu) coefficient, x = 0.5, q^2 = -1.0 m^2
  Delta = 1.25 m^2, m^2 + x(1-x)q^2 = 0.75 m^2
  (units m^(d-2), before the common factor -4e^2):
  d = 1.5: quadratic -0.128436, mass 0.077061, sum -0.051374
    q^mu q^nu coefficient (units m^(d-4)): -0.051374
  d = 3.0: quadratic -0.044485, mass 0.026691, sum -0.017794
    q^mu q^nu coefficient (units m^(d-4)): -0.017794
  d = 3.9: quadratic -0.172971, mass 0.103783, sum -0.069188
    q^mu q^nu coefficient (units m^(d-4)): -0.069188
Unshifted Euclidean loop at Q = m (units m^(d-2)):
  d = 1.5: |longitudinal| below 1e-6 of trace: True
    trace 0.0180751, from formula 0.0180751
  d = 2.5: |longitudinal| below 1e-6 of trace: True
    trace 0.0226180, from formula 0.0226180
  d = 3.0: |longitudinal| below 1e-6 of trace: True
    trace 0.0242336, from formula 0.0242336
Surface term in a ball, Delta = m^2 (units m^(d-2)):
  d = 1.5: R = 10 m: 0.051042, R = 100 m: 0.016301
  d = 2.0: R = 10 m: 0.078790, R = 100 m: 0.079570
  d = 4.0: R = 10 m: 0.313494, R = 100 m: 31.659704
  1/(4 pi) = 0.079577
Leftover from 1/4 in place of 1/d, Delta = m^2 (units m^(d-2)):
  d = 3.99: -0.0032135
  d = 3.995: -0.0031898
  extrapolated to d = 4: -0.0031661; -1/(32 pi^2) = -0.0031663
alpha = 0.007297353 (dimensionless), 1/alpha = 137.0360
Electron mass = 0.510999 MeV, cutoff Lambda = 1000 MeV
Cutoff: spurious M^2 = -1161.41 MeV^2
1/4 for 1/d: spurious M^2 = 3.0327e-04 MeV^2
  corresponding M = 0.01741 MeV = 17.41 keV
Electron loop at q^2 = -(1000 MeV)^2 (dimensionless):
  Pi(q^2) - Pi(0) = 0.010446; dispersion integral 0.010446
  same difference at d = 4 - 1e-05: 0.010446
\end{verbatim}
